# Why Near-Bamboo Lines Fail at the Ends of Polycrystalline Clusters: a numerical check

```python
"""Electromigration stress at the ends of a polycrystalline cluster in a bamboo line.

Result under test: with stress s (tension positive) obeying
    ds/dt = d/dx [ kappa(x) (ds/dx + G) ],   kappa = D B Omega/(k T),  G = Z e rho j/Omega,
and the electron wind pushing atoms toward +x, the upstream end of a long cluster has
    s = 2 G (sqrt(kappa_c) - sqrt(kappa_b)) sqrt(t/pi),
and an isolated cluster of length L saturates at (G L/2)(1 - kappa_b/kappa_c).
Subscripts: c = cluster, b = bamboo. D = effective diffusivity, B = stiffness,
Omega = atomic volume, Z = effective charge number, rho = resistivity, j = current density.
The formulas are compared with a finite-volume model of a line with blocked ends.
Working units after the inputs: micrometre, second, MPa.
"""
import numpy as np
from scipy.constants import k as k_B, e as e_charge
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import erfc

# ---------------- chosen model parameters (SI) ----------------
T = 500.0
omega = 1.5e-29
B = 30e9
Z = 5.0
rho = 4e-8
j = 1e10
D_b = 1e-18
D_gb = 1e-13
delta = 0.5e-9
width = 1e-6
n_boundaries = 2
s_crit = 100.0          # MPa
line = 60.0             # micrometres
L_main = 20.0           # micrometres

D_c = D_b + n_boundaries * delta * D_gb / width
force = Z * e_charge * rho * j
G = force / omega * 1e-12                      # MPa per micrometre
kap_b = D_b * B * omega / (k_B * T) * 1e12     # micrometre^2 per second
kap_c = D_c * B * omega / (k_B * T) * 1e12
r = np.sqrt(kap_b / kap_c)


# ---------------- derived formulas ----------------
def ierfc(z):
    return np.exp(-z**2) / np.sqrt(np.pi) - z * erfc(z)


def long_cluster_stress(t, kc=kap_c, kb=kap_b):
    return 2 * G * (np.sqrt(kc) - np.sqrt(kb)) * np.sqrt(t / np.pi)


def blocked_end_stress(t, kappa):
    return 2 * G * np.sqrt(kappa * t / np.pi)


def cluster_stress(t, L):
    """Upstream end of an isolated cluster of length L (reflection series)."""
    n = np.arange(1, 401)
    beta = (1 - r) / (1 + r)
    root = np.sqrt(kap_c * t)
    reflections = np.sum((-beta)**(n - 1) * ierfc(n * L / (2 * root)))
    return 2 * G * (1 - r) * root * (1 / np.sqrt(np.pi) - 2 / (1 + r) * reflections)


def plateau(L):
    return 0.5 * G * L * (1 - r**2)


# ---------------- independent finite-volume model ----------------
dx = 0.05
n_cells = int(round(line / dx))
x = (np.arange(n_cells) + 0.5) * dx


class BlockedLine:
    """Zero atomic flux at both ends; exact time evolution by eigenmodes."""

    def __init__(self, kappa):
        self.kappa = kappa
        self.face = 2 * kappa[1:] * kappa[:-1] / (kappa[1:] + kappa[:-1])
        padded = np.concatenate(([0.0], self.face, [0.0]))
        diagonal = (padded[1:] + padded[:-1]) / dx**2
        self.rate, self.modes = eigh_tridiagonal(diagonal, -self.face / dx**2)
        source = G * np.diff(padded) / dx
        self.amplitude = self.modes.T @ source
        # the uniform mode is not driven, because no atoms leave the line
        self.amplitude[0] = 0.0
        self.rate[0] = 1.0

    def stress(self, t):
        return self.modes @ (self.amplitude * -np.expm1(-self.rate * t) / self.rate)

    def junction(self, t, position):
        """Stress at the cell face located at the given position."""
        m = int(round(position / dx))
        s = self.stress(t)
        flux = self.face[m - 1] * ((s[m] - s[m - 1]) / dx + G)
        return s[m - 1] + (flux / self.kappa[m - 1] - G) * dx / 2

    def cathode_end(self, t):
        return self.stress(t)[0] + G * dx / 2


def central_cluster(L, kc=kap_c, kb=kap_b, ramp=1e-9):
    a, b = (line - L) / 2, (line + L) / 2
    return np.interp(x, [a - ramp / 2, a + ramp / 2, b - ramp / 2, b + ramp / 2],
                     [kb, kc, kc, kb])


def close(value, reference, tolerance):
    return abs(value / reference - 1) < tolerance


# failure times from the formulas
t_long = np.pi * s_crit**2 / (4 * G**2 * (np.sqrt(kap_c) - np.sqrt(kap_b))**2)
t_end_bamboo = np.pi * s_crit**2 / (4 * G**2 * kap_b)
t_end_cluster = np.pi * s_crit**2 / (4 * G**2 * kap_c)
L_crit = 2 * s_crit / (G * (1 - r**2))

# main line: tolerances of 1 to 2 percent cover the finite cell size
main = BlockedLine(central_cluster(L_main))
x_up, x_down = (line - L_main) / 2, (line + L_main) / 2
s_main = main.stress(t_long)
fv_peak = main.junction(t_long, x_up)
assert close(fv_peak, s_crit, 0.01)
assert abs(x[np.argmax(s_main)] - x_up) < dx
assert abs(x[np.argmin(s_main)] - x_down) < dx
assert close(main.cathode_end(t_end_bamboo), s_crit, 0.01)

# stress profile on both sides of the upstream junction
near = (x > 10) & (x < 24)
kap_local = np.where(x < x_up, kap_b, kap_c)
profile = (long_cluster_stress(t_long) * np.sqrt(np.pi)
           * ierfc(np.abs(x - x_up) / (2 * np.sqrt(kap_local * t_long))))
profile_error = np.max(np.abs(profile - s_main)[near]) / s_crit
assert profile_error < 0.02

# metal lost by the bamboo side fixes the flux through the junction
bamboo_side = (x > 10) & (x < x_up)
bamboo_loss = np.sum(s_main[bamboo_side]) * dx
assert close(bamboo_loss, G * t_long * (np.sqrt(kap_b * kap_c) - kap_b), 0.02)

# finite cluster: reflection series against the line model
ten = BlockedLine(central_cluster(10.0))
series_rows = []
for t in (3e3, 1e4, 1e5):
    pair = (cluster_stress(t, 10.0), ten.junction(t, 25.0))
    assert close(pair[0], pair[1], 0.01)
    series_rows.append((t, *pair))

# plateau of a short cluster; the slow leak into bamboo leaves under 1 percent
short = BlockedLine(central_cluster(2.0))
fv_plateau = short.junction(100 / kap_c, 29.0)
assert close(fv_plateau, plateau(2.0), 0.015)

# factor-four condition: cluster end and blocked bamboo end are then equally stressed
four = BlockedLine(central_cluster(L_main, kc=kap_c, kb=kap_c / 4))
t_four = 9 / kap_c
four_ratio = four.junction(t_four, x_up) / four.cathode_end(t_four)
assert close(four_ratio, 1.0, 0.01)

# cluster that touches the blocked cathode end
touching = BlockedLine(np.where(x < L_main, kap_c, kap_b))
assert close(touching.cathode_end(t_end_cluster), s_crit, 0.01)
assert close(touching.cathode_end(t_end_cluster),
             blocked_end_stress(t_end_cluster, kap_c), 0.01)

# final state of the complete line, and the time when its end overtakes the cluster
s_final = main.stress(1e8)
assert np.max(np.abs(s_final - G * (line / 2 - x))) < 0.01 * G * line / 2
t_overtake = brentq(lambda t: main.cathode_end(t) - main.junction(t, x_up), 1e5, 1e7)

# graded junctions have lower peaks and approach the abrupt limit
ramps = (0.5, 2.0)
ramp_peaks = [np.max(BlockedLine(central_cluster(L_main, ramp=w)).stress(t_long))
              for w in ramps]
assert fv_peak > ramp_peaks[0] > ramp_peaks[1]

# shortest cluster that reaches the critical stress before a blocked bamboo end
L_first = brentq(lambda L: cluster_stress(t_end_bamboo, L) - s_crit, L_crit, 20.0)

# ---------------- output ----------------
print(f"temperature {T:.0f} K, current density {j:.1e} A/m^2")
print(f"atomic volume {omega:.2e} m^3, stiffness {B/1e9:.0f} GPa")
print(f"effective charge number {Z:.0f}, resistivity {rho:.1e} ohm m")
print(f"boundary: D_gb {D_gb:.1e} m^2/s, thickness {delta*1e9:.1f} nm")
print(f"line width {width*1e6:.1f} um, boundaries along line {n_boundaries}")
print(f"line length {line:.0f} um, main cluster length {L_main:.0f} um")
print(f"critical stress {s_crit:.0f} MPa")
print(f"D_b {D_b:.3e} m^2/s, D_c {D_c:.3e} m^2/s")
print(f"D_c/D_b {D_c/D_b:.1f}, r = sqrt(D_b/D_c) {r:.4f}")
print(f"wind force {force:.3e} N, G {G:.2f} MPa/um")
print(f"kappa_b {kap_b:.3e} um^2/s, kappa_c {kap_c:.3e} um^2/s")
drift = force / (k_B * T) * 1e9 * 3600
print(f"drift speed bamboo {D_b*drift:.3f} nm/h, cluster {D_c*drift:.2f} nm/h")
print(f"drift-equivalent flux through junction {np.sqrt(D_b*D_c)*drift:.3f} nm/h")
print(f"metal thickness lost at junction by failure {(D_c-D_b)*drift*t_long/3600:.2f} nm")
print(f"failure time, long-cluster end {t_long:.0f} s = {t_long/3600:.2f} h")
print(f"failure time, blocked bamboo end {t_end_bamboo:.3e} s = {t_end_bamboo/3600:.1f} h")
print(f"failure time, blocked end in cluster {t_end_cluster:.0f} s")
print(f"ratio bamboo end / cluster end {t_end_bamboo/t_long:.1f}")
print(f"diffusion length sqrt(kappa t) at cluster failure: "
      f"bamboo {np.sqrt(kap_b*t_long):.3f} um, cluster {np.sqrt(kap_c*t_long):.2f} um")
print(f"line model at that time: upstream cluster end {fv_peak:.2f} MPa")
print(f"line model: downstream cluster end {main.junction(t_long, x_down):.2f} MPa")
print(f"line model: blocked cathode end {main.cathode_end(t_long):.2f} MPa")
print(f"largest profile difference {100*profile_error:.2f} % of critical stress")
print(f"critical cluster length {L_crit:.2f} um")
print(f"shortest cluster failing before blocked bamboo end {L_first:.2f} um")
for L in (5.0, 10.0, 20.0, 40.0):
    text = "not reached"
    if plateau(L) > s_crit:
        t_fail = brentq(lambda t: cluster_stress(t, L) - s_crit, 1.0, 1e9)
        text = f"{t_fail:.0f} s"
    print(f"cluster {L:.0f} um: plateau {plateau(L):.1f} MPa, failure time {text}")
for t, formula, model in series_rows:
    print(f"10 um cluster, t {t:.0e} s: series {formula:.2f}, line model {model:.2f} MPa")
print(f"2 um cluster: plateau {plateau(2.0):.2f}, line model {fv_plateau:.2f} MPa")
print(f"kappa_c = 4 kappa_b: cluster-end / line-end stress {four_ratio:.4f}")
for w, peak in zip(ramps, ramp_peaks):
    print(f"junction graded over {w:.1f} um: peak at cluster failure time {peak:.2f} MPa")
print(f"line end overtakes cluster end at {t_overtake:.3e} s = {t_overtake/3600:.0f} h")
print(f"stress at both places then {main.cathode_end(t_overtake):.1f} MPa")
print(f"final stress at cathode end {s_final[0]+G*dx/2:.1f} MPa, "
      f"at upstream cluster end {main.junction(1e8, x_up):.1f} MPa")
print("checks complete")
```

Output:

```
temperature 500 K, current density 1.0e+10 A/m^2
atomic volume 1.50e-29 m^3, stiffness 30 GPa
effective charge number 5, resistivity 4.0e-08 ohm m
boundary: D_gb 1.0e-13 m^2/s, thickness 0.5 nm
line width 1.0 um, boundaries along line 2
line length 60 um, main cluster length 20 um
critical stress 100 MPa
D_b 1.000e-18 m^2/s, D_c 1.010e-16 m^2/s
D_c/D_b 101.0, r = sqrt(D_b/D_c) 0.0995
wind force 3.204e-16 N, G 21.36 MPa/um
kappa_b 6.519e-05 um^2/s, kappa_c 6.584e-03 um^2/s
drift speed bamboo 0.167 nm/h, cluster 16.88 nm/h
drift-equivalent flux through junction 1.679 nm/h
metal thickness lost at junction by failure 14.96 nm
failure time, long-cluster end 3224 s = 0.90 h
failure time, blocked bamboo end 2.640e+05 s = 73.3 h
failure time, blocked end in cluster 2614 s
ratio bamboo end / cluster end 81.9
diffusion length sqrt(kappa t) at cluster failure: bamboo 0.458 um, cluster 4.61 um
line model at that time: upstream cluster end 99.87 MPa
line model: downstream cluster end -99.87 MPa
line model: blocked cathode end 11.06 MPa
largest profile difference 0.57 % of critical stress
critical cluster length 9.46 um
shortest cluster failing before blocked bamboo end 9.52 um
cluster 5 um: plateau 52.9 MPa, failure time not reached
cluster 10 um: plateau 105.8 MPa, failure time 7750 s
cluster 20 um: plateau 211.5 MPa, failure time 3233 s
cluster 40 um: plateau 423.0 MPa, failure time 3224 s
10 um cluster, t 3e+03 s: series 86.10, line model 86.10 MPa
10 um cluster, t 1e+04 s: series 101.27, line model 101.27 MPa
10 um cluster, t 1e+05 s: series 104.58, line model 104.58 MPa
2 um cluster: plateau 21.15, line model 21.03 MPa
kappa_c = 4 kappa_b: cluster-end / line-end stress 1.0000
junction graded over 0.5 um: peak at cluster failure time 97.49 MPa
junction graded over 2.0 um: peak at cluster failure time 89.32 MPa
line end overtakes cluster end at 8.942e+05 s = 248 h
stress at both places then 210.2 MPa
final stress at cathode end 640.9 MPa, at upstream cluster end 213.6 MPa
checks complete
```
